\section*{One-shot density-matrix embedding of a dissociating hydrogen ring}

\section{Problem}

Ten hydrogen atoms sit on a regular ring with nearest-neighbour distance $R$. All distances are stretched together, and each atom carries one STO-6G $1s$ function. Treat the ring by one-shot density-matrix embedding theory (DMET):

(a) Construct the bath of a one-atom fragment from the symmetric restricted Hartree--Fock (RHF) determinant.

(b) Solve the impurity problem with a global chemical potential $\mu$, and find the double occupancy $d$ of an atom and the energy at $R=3$ bohr.

(c) Find the limit $R\to\infty$, and compare the dissociation curve with full configuration interaction (FCI) in the same basis.

Energies are in hartree and lengths in bohr. FCI is exact within this basis; what a larger basis would add is left out on both sides of the comparison.

``One-shot'' means that the bath is computed once, with no correlation potential fed back into the mean field. The bath is interacting: the full Coulomb interaction is kept among all impurity orbitals. The potential $\mu$ acts on fragment orbitals and is fixed by the total electron number.

\subsection*{The mean-field state}

Let $N=4n+2$ be the number of atoms; here $n=2$. Orthogonalize the atomic functions symmetrically, with $S^{-1/2}$. Since $S$ is invariant under rotation of the ring by one site, so is $S^{-1/2}$, and the new orbitals are equivalent, one per site. With one orbital per site, symmetry fixes the molecular orbitals as waves of momentum $2\pi k/N$. Filling $|k|\le n$ uses $2n+1=N/2$ orbitals and gives a closed shell. With $m=i-j$, the spin-summed density matrix is a geometric sum,
\begin{equation}
D_{ij}=\frac2N\sum_{k=-n}^{n}e^{2\pi i km/N}
=\frac2N\,\frac{\sin[(2n+1)\pi m/N]}{\sin(\pi m/N)}
=\frac2N\,\frac{\sin(\pi m/2)}{\sin(\pi m/N)},
\qquad D_{ii}=1 .
\label{D}
\end{equation}
It does not depend on $R$. We use this determinant at every $R$; at $R=1.8$ it was tested against a converged RHF calculation. At large $R$ it is not the lowest closed-shell determinant: one with alternating strong and weak bonds lies lower, by about 0.03 millihartree per atom at $R=4$, 2 at $R=6$ and 1 at $R=20$. Below, RHF always means the symmetric determinant.

\subsection*{The bath}

Let $f$ be the orbital of site 0. Because $D$ is twice a projector, $D^2=2D$, so $W=D-1$ obeys
\begin{equation}
W^2=D^2-2D+1=1 .
\end{equation}
Define $b=Wf$, with components $b_j=D_{0j}$ for $j\neq0$ and $b_0=D_{00}-1=0$. Then $b$ is orthogonal to $f$, and its norm is $f^TW^2f=1$. Also $Wb=f$. The space spanned by $f$ and $b$ is thus mapped into itself by $W$, hence by $D$, and so is its orthogonal complement. In this space
\begin{equation}
Df=f+b,\qquad Db=b+f ,
\end{equation}
so $(f+b)/\sqrt2$ is doubly occupied and $(f-b)/\sqrt2$ is empty. The impurity has two orbitals and two electrons. The other $N-2$ electrons form a closed-shell core,
\begin{equation}
D^{c}=D-(f+b)(f+b)^T,\qquad D^{c}_{0j}=0,\qquad D^c_{jj}=1-b_j^2\quad(j\ne0).
\label{core}
\end{equation}
For $N=10$, equation (\ref{D}) gives $b_{\pm1}=0.647$, $b_{\pm3}=-0.247$, $b_5=0.200$, and zero at even separations.

The one-electron matrix $h$ (kinetic energy plus attraction to all nuclei) has the ring symmetry and commutes with $W$. Therefore
\begin{equation}
h_{bb}=f^TWhWf=h_{ff},\qquad h_{fb}=f^ThWf=\sum_{j\ne0}h_{0j}D_{0j}.
\label{hfb}
\end{equation}

\section{First estimate by scaling}

Two energies compete: the hopping $h_{fb}$, which delocalizes electrons, and the repulsion $U$ of two electrons on one atom. Keep only these, setting all two-electron integrals to zero except $(jj|jj)=U$. The core potential is Coulomb minus half exchange, which on a site is $UD^c_{jj}/2$. With $B=\sum_jb_j^4$, equation (\ref{core}) gives
\begin{equation}
v_{ff}=v_{fb}=0,\qquad
v_{bb}=\frac U2\sum_jb_j^2(1-b_j^2)=\frac U2(1-B),\qquad (bb|bb)=UB .
\end{equation}
Relative to $2h_{ff}$, the configurations have energies
\begin{equation}
E_{fb}=\tfrac12U(1-B),\qquad E_{ff}=U,\qquad E_{bb}=U(1-B)+UB=U .
\end{equation}
Moving an electron either way costs the same,
\begin{equation}
\Delta_0=U-\tfrac12U(1-B)=\tfrac12U(1+B),
\end{equation}
so in this model $\mu=0$ already gives one electron on the fragment.

The singlet $|fb\rangle$ couples to $|ff\rangle$ and to $|bb\rangle$ with $\sqrt2\,h_{fb}$ each, hence to $(|ff\rangle+|bb\rangle)/\sqrt2$ with $2h_{fb}$. For a two-level problem with splitting $\Delta$ and coupling $2T$, the weight of the upper level in the ground state is $\frac12[1-\Delta/\sqrt{\Delta^2+16T^2}]$. Half of it belongs to $|ff\rangle$, so
\begin{equation}
d=\frac14\left[1-\frac{\Delta}{\sqrt{\Delta^2+16T^2}}\right].
\label{d}
\end{equation}
The ratio $4|T|/\Delta$ controls the result. When it is large, $d\to1/4$, the RHF value $(D_{00}/2)^2$. When it is small, $d\to2T^2/\Delta^2$, and the charge fluctuations on the atoms die out.

At $R=3$ the integrals are $U=0.807$ and $h_{fb}=-0.132$, and $B=2(0.647)^4+2(0.247)^4+(0.200)^4=0.360$. Hence $\Delta_0=0.807\times0.680=0.549$ and
\begin{equation}
d_{\rm est}=\frac14\left[1-\frac{0.549}{\sqrt{0.549^2+16(0.132)^2}}\right]\approx0.07 .
\end{equation}
For large $R$ the same reasoning predicts that RHF, which keeps $d=1/4$, lies about $U/4\approx0.2$ per atom too high, while the embedded energy tends to that of free atoms.

\section{Exact solution of the embedding problem}

\subsection*{The three-state problem}

Now keep every integral. With $v=J[D^c]-\frac12K[D^c]$, define
\begin{equation}
\epsilon_f=h_{ff}+v_{ff}-\mu,\qquad \epsilon_b=h_{bb}+v_{bb},\qquad t=h_{fb}+v_{fb}.
\end{equation}
A two-electron singlet has a symmetric spatial function. We use
\begin{equation}
f(1)f(2),\qquad [f(1)b(2)+b(1)f(2)]/\sqrt2,\qquad b(1)b(2),
\end{equation}
with real coefficients $c_1,c_2,c_3$. The Hamiltonian is the sum of the one-body operators of both electrons and $1/r_{12}$. Each of the two terms of the middle state gives $t+(ff|fb)$ with $f(1)f(2)$; the factor $1/\sqrt2$ turns their sum into $\sqrt2[t+(ff|fb)]$. The other elements follow in the same way:
\begin{align}
H_{11}&=2\epsilon_f+(ff|ff), & H_{12}&=\sqrt2\,[t+(ff|fb)],\nonumber\\
H_{22}&=\epsilon_f+\epsilon_b+(ff|bb)+(fb|fb), & H_{23}&=\sqrt2\,[t+(bb|fb)],\\
H_{33}&=2\epsilon_b+(bb|bb), & H_{13}&=(fb|fb).\nonumber
\end{align}

\subsection*{Fixing the electron number}

All fragments are equivalent, so the total number is right when $n_f=2c_1^2+c_2^2=1$. Subtracting the normalization $c_1^2+c_2^2+c_3^2=1$ leaves $c_1^2=c_3^2$. In the worked case the ground state has $c_1=c_3\equiv c$. The first and third rows of the eigenvalue equation are then
\begin{align}
H_{11}c+H_{12}c_2+H_{13}c&=Ec,\nonumber\\
H_{13}c+H_{23}c_2+H_{33}c&=Ec .
\end{align}
Their difference determines $\mu$, which enters through $H_{11}$:
\begin{equation}
(H_{11}-H_{33})\,c=(H_{23}-H_{12})\,c_2 .
\label{mu}
\end{equation}
Half their sum, with $s=\sqrt2c$, combines with the second row into a two-level problem:
\begin{align}
\left[\tfrac12(H_{11}+H_{33})+H_{13}\right]s+2Tc_2&=Es,\nonumber\\
2Ts+H_{22}c_2&=Ec_2,\\
T&=t+\tfrac12[(ff|fb)+(bb|fb)].\nonumber
\end{align}
Its splitting is
\begin{equation}
\Delta=\tfrac12(H_{11}+H_{33})+H_{13}-H_{22}
=\tfrac12[(ff|ff)+(bb|bb)]-(ff|bb),
\label{Delta}
\end{equation}
because the one-body energies and $(fb|fb)$ cancel. Equation (\ref{d}) therefore holds for the complete impurity problem at $n_f=1$ on this branch, with the new $\Delta$ and $T$.

In general $\mu$ is found by a one-dimensional search. The ground-state energy of $H-\mu\hat n_A$ is a minimum over functions linear in $\mu$, hence concave; its slope is $-n_A$, so $n_A$ never decreases with $\mu$.

\subsection*{The energy}

The energy of a fragment $A$ collects all terms whose first index lies on it:
\begin{equation}
E_A=\sum_{p\in A,\,q}\left(h+\tfrac12v\right)_{pq}\gamma_{pq}
+\tfrac12\sum_{p\in A,\,qrs}(pq|rs)\Gamma_{pqrs},\qquad
\frac EN=\frac{E_A}{n_{\rm at}}+\frac{E_{\rm nuc}}N ,
\label{EA}
\end{equation}
where $n_{\rm at}$ is the number of atoms in $A$. The factor $\frac12$ before $v$ is the $\frac12$ of the two-electron energy: the other half of the fragment--core repulsion is counted by other fragments. The term in $\mu$ is a constraint and is not part of the energy.

Write the spatial function as $\sum_{pq}M_{pq}\,p(1)q(2)$, with $M_{ff}=c_1$, $M_{fb}=M_{bf}=c_2/\sqrt2$, $M_{bb}=c_3$. Then $\gamma=2MM^T$ and $\Gamma_{pqrs}=2M_{pr}M_{qs}$. In particular $\gamma_{ff}=n_f$ and $\gamma_{fb}=\sqrt2c_2(c_1+c_3)$. In the two-body sum with $p=f$, the integral $(ff|fb)$ occurs three times, each with $c_1c_2/\sqrt2$. Altogether
\begin{align}
E_A={}&(h_{ff}+\tfrac12v_{ff})n_f+(h_{fb}+\tfrac12v_{fb})\gamma_{fb}
+(ff|ff)c_1^2+\tfrac12(ff|bb)c_2^2\nonumber\\
&+\tfrac{3}{\sqrt2}(ff|fb)c_1c_2
+(fb|fb)\left(c_1c_3+\tfrac12c_2^2\right)
+\tfrac1{\sqrt2}(bb|fb)c_2c_3 .
\label{EAhand}
\end{align}

\subsection*{Numbers at $R=3$}

The computed integrals are $(ff|ff)=0.80725$, $(bb|bb)=0.39106$, $(ff|bb)=0.29081$, $(fb|fb)=0.00296$, $(ff|fb)=-0.01121$, $(bb|fb)=-0.00697$, and $t=-0.14240$. Hence
\begin{align}
\Delta&=\tfrac12(0.80725+0.39106)-0.29081=0.3083,\nonumber\\
T&=-0.14240-\tfrac12(0.01121+0.00697)=-0.1515,\\
d&=\frac14\left[1-\frac{0.3083}{\sqrt{0.3083^2+16(0.1515)^2}}\right]=0.137 .\nonumber
\end{align}
So $c=\sqrt d=0.3696$ and $c_2=\sqrt{1-2d}=0.8525$. Equation (\ref{mu}) is met at $\mu=-0.0027$: there $\epsilon_f=-0.74340$ and $\epsilon_b=-0.54223$, so $H_{11}-H_{33}=0.0138$, while $H_{23}-H_{12}=\sqrt2\,(0.01121-0.00697)=0.0060$, and both sides equal $0.0051$.

For the energy, $h_{ff}+\frac12v_{ff}=-2.01456+0.63424=-1.38032$ and $h_{fb}+\frac12v_{fb}=-0.13215-0.00513=-0.13728$, with $\gamma_{fb}=2\sqrt2\,cc_2=0.8913$. The one-body part is $-1.38032-0.12235=-1.50267$. The five two-body terms, in the order of equation (\ref{EAhand}), are
\begin{equation}
0.11029+0.10567-0.00749+0.00148-0.00155=0.20840 .
\end{equation}
Thus $E_A=-1.29427$. Adding $E_{\rm nuc}/N=0.79571$ gives $E/N=-0.49856$.

\subsection*{Separated atoms}

As $R\to\infty$ all overlaps vanish, and with them $h_{fb}$ and the integrals containing the product $fb$. The exchange part of $v_{fb}$ vanishes too, because it is proportional to $D^c_{0j}=0$. Fragment and bath decouple. For $\mu$ inside the charge gap the fragment holds one electron, whatever the precise value of $\mu$; at $R=20$ the population was tested to stay at one for $\mu=0$ and $\pm0.1$. With $R_j$ the distance from site 0 to site $j$, the long-range terms in $E/N$ are nuclear attraction, half the core repulsion, half the bath repulsion, and the nuclear repulsion per atom:
\begin{equation}
\sum_{j\ne0}\frac1{R_j}\left[-1+\tfrac12(1-b_j^2)+\tfrac12b_j^2+\tfrac12\right]=0 .
\end{equation}
What remains is the energy of a free atom in this basis, $-0.47104$. For the symmetric RHF determinant the classical terms also cancel, but its on-site repulsion $U/2$ and its exchange energy leave
\begin{equation}
\frac{E_{\rm RHF}}N\to e_{\rm atom}+\frac U4-\frac14\sum_{j\neq0}\frac{D_{0j}^2}{R_j}.
\label{rhf}
\end{equation}

\subsection*{Larger fragments}

For a fragment of $n_A$ sites, the vectors $Df_\alpha$ (occupied) and $(2-D)f_\alpha$ (empty) span the fragment and its bath. If the block of $D$ between fragment and environment has full rank, this space has $2n_A$ dimensions, $n_A$ of them occupied, so the impurity holds $2n_A$ electrons. The two-atom fragment has four orbitals and four electrons and is diagonalized numerically. With half the ring as fragment, no core is left and DMET becomes FCI; this was tested on a six-atom ring.

\section{Comparison}

\subsection*{Estimate against solution}

The estimate $d\approx0.07$ is half the embedded value $0.137$. Equation (\ref{Delta}) shows why. The estimate had $(ff|bb)=0$ and $(bb|bb)=UB=0.29$; the actual values are $0.29$ and $0.39$. An electron that moves onto the fragment no longer repels the one already there from a distance, and this refund of $0.291$, partly offset by $\frac12(0.391-0.291)=0.050$ from the larger $(bb|bb)$, lowers the gap from $0.549$ to $0.308$. With the new gap and the old hopping, equation (\ref{d}) gives $0.124$; the change of $T$ from $-0.132$ to $-0.151$ supplies the rest. On-site scaling finds the right regime, intermediate between band and atoms, but not the number.

The estimate of the RHF failure does better. At $R=20$ RHF lies $0.183$ per atom above the free atom, against the estimated $0.2$. The last term of equation (\ref{rhf}) accounts for $-0.011$ of the difference; the rest arises because $U$ was taken at $R=3$, where orthogonalization changes the orbital.

\subsection*{DMET against FCI}

The table gives the FCI energy per atom in hartree and the errors per atom against it in millihartree. DMET(1) and DMET(2) have one- and two-atom fragments.

\begin{center}
\begin{tabular}{rrrrrr}
$R$ & FCI & RHF & DMET(1) & DMET(2) & DMET(1), $\mu=0$\\
1.4 & $-0.5122$ & 10.1 & 2.04 & 1.71 & 1.97\\
1.8 & $-0.5424$ & 13.7 & 0.75 & 1.48 & 0.51\\
2.4 & $-0.5246$ & 23.5 & $-0.85$ & 1.60 & $-2.09$\\
3.0 & $-0.4984$ & 42.3 & $-0.18$ & 2.59 & $-3.14$\\
4.0 & $-0.4768$ & 86.7 & 0.86 & 1.24 & $-2.47$\\
6.0 & $-0.4712$ & 145.6 & $-0.11$ & $-0.02$ & $-0.30$
\end{tabular}
\end{center}

Both embedded curves stay within 3 millihartree per atom of FCI at the computed distances, while the RHF error grows to 146. A parabola through $R=1.6$, $1.8$ and $2.0$ gives the equilibrium distances and atomization energies per atom below. It neglects anharmonicity: a cubic that also passes through the FCI energy at $R=1.4$ has its minimum at $1.83$ instead of $1.85$, so the distances are uncertain by about $0.02$ bohr, the parabola placing them too far out, and the atomization energies by a few units in their last hartree digit.

\begin{center}
\begin{tabular}{lrrr}
 & $R_{\rm eq}$ (bohr) & hartree & eV\\
FCI & 1.85 & 0.0717 & 1.95\\
RHF & 1.80 & 0.0577 & 1.57\\
DMET(1) & 1.87 & 0.0712 & 1.94\\
DMET(2) & 1.86 & 0.0702 & 1.91
\end{tabular}
\end{center}

Negative errors show that the DMET energy is not an upper bound. It is assembled from pieces of impurity states and is not the expectation value of $H$ in one state of the ring. Nor does the larger fragment always give the smaller energy error: between $R=1.6$ and $4.0$ the one-atom fragment is closer to FCI. Part of that closeness is cancellation. The DMET(1) error changes sign three times along the curve, and at $R=3$, where it is only $-0.18$ millihartree, the double occupancy is $0.137$ against $0.094$ in FCI. That excess alone raises the on-site repulsion by $0.807\times0.043=0.035$ hartree per atom, so the other terms of the energy must be too low by almost the same amount. A good total energy here does not certify the local correlations.

The chemical potential is small but matters. At $R=3$ and $\mu=0$ the fragment holds $1.0030$ electrons, so ten fragments describe a ring with $10.03$ electrons, and the energy error becomes $-3.1$ millihartree per atom.

At $R=6$ the error should be measured against what is left of the bond. FCI lies $0.13$ millihartree per atom below the free atom, DMET(1) $0.24$ and DMET(2) $0.16$. The separated limit is right, but the one-atom fragment overestimates this weak residual binding by about 80\%, and the two-atom fragment by less than 20\%.

Equation (\ref{D}) requires equivalent sites, one orbital per site and a closed momentum shell. For $N=4n$ the highest occupied momentum pair is half filled, so the mean-field determinant, and with it the bath, is not unique. The construction of $b$ itself needs only $D^2=2D$ and $D_{00}=1$, which a closed-shell determinant with one electron on every site satisfies. The numerical check checks the bath, the population and energy from the three-state matrix and equation (\ref{EAhand}) against a determinant solver, and the DMET energy of separated atoms at $R=20$. Equations (\ref{d}), (\ref{mu}), (\ref{Delta}) and (\ref{rhf}) are not asserted by the program; they were evaluated above by hand.

\section*{Numbers as computed}
\begin{verbatim}
H10 ring, sto-6g; isolated atom -0.471039 hartree
bath weights b_j, j=1..5: [ 0.64721  0.      -0.24721 -0.       0.2    ]
Energy per atom (hartree); R in bohr
   R       FCI        RHF     DMET(1)    DMET(2)
  1.4  -0.512187  -0.502059  -0.510151  -0.510483
  1.6  -0.535494  -0.523751  -0.534064  -0.533903
  1.8  -0.542410  -0.528699  -0.541658  -0.540928
  2.0  -0.540359  -0.524165  -0.540280  -0.538942
  2.4  -0.524631  -0.501160  -0.525476  -0.523028
  3.0  -0.498382  -0.456043  -0.498562  -0.495794
  4.0  -0.476811  -0.390141  -0.475956  -0.475571
  6.0  -0.471173  -0.325544  -0.471279  -0.471196
Error per atom against FCI (millihartree)
   R      RHF  DMET(1)  DMET(2)  DMET(1),mu=0
  1.4   10.129    2.036    1.705    1.969
  1.6   11.743    1.431    1.591    1.314
  1.8   13.711    0.752    1.483    0.514
  2.0   16.194    0.079    1.418   -0.380
  2.4   23.471   -0.845    1.602   -2.090
  3.0   42.339   -0.180    2.587   -3.137
  4.0   86.670    0.855    1.240   -2.473
  6.0  145.630   -0.106   -0.022   -0.304
mu (hartree), n at mu=0, double occupancy of DMET(1)
   R     mu(1)     mu(2)    n(mu=0)   d(1)
  1.4 -0.000081  0.000778  1.000048  0.227260
  1.6 -0.000120  0.001026  1.000085  0.220723
  1.8 -0.000219  0.001198  1.000182  0.213078
  2.0 -0.000389  0.001274  1.000366  0.204171
  2.4 -0.000987  0.001094  1.001093  0.181953
  3.0 -0.002675 -0.000085  1.002994  0.136623
  4.0 -0.007949 -0.004245  1.004179  0.051249
  6.0 -0.022971 -0.013832  1.000345  0.001519
largest impurity <S^2>: 1.3e-24
Worked one-atom problem, R = 3.0 bohr (hartree)
h_ff -2.014556  h_bb -2.014556  h_fb -0.132151
v_ff 1.268479  v_bb 1.472331  v_fb -0.010251
e_f-mu -0.743402  e_b -0.542225  t -0.142402
(ff|ff) 0.807246  (bb|bb) 0.391062  (ff|bb) 0.290811
(fb|fb) 0.002958  (ff|fb) -0.011211  (bb|fb) -0.006971
mu -0.002675  lowest eigenvalue -1.177642
c1 0.369626  c2 0.852498  c3 0.369626
n_f 1.000000  E_A -1.294270  E_nuc/N 0.795708
double occupancy: DMET(1) 0.13662, FCI 0.09380, RHF 0.25000
Parabola through R = 1.6, 1.8, 2.0 bohr:
FCI      R_eq 1.854 bohr, atomization per atom 0.07170 hartree = 1.951 eV
RHF      R_eq 1.804 bohr, atomization per atom 0.05766 hartree = 1.569 eV
DMET(1)  R_eq 1.869 bohr, atomization per atom 0.07116 hartree = 1.936 eV
DMET(2)  R_eq 1.856 bohr, atomization per atom 0.07024 hartree = 1.911 eV
R = 20 bohr: RHF minus atom 0.18254 hartree per atom
R = 20 bohr: DMET(2) minus atom -5.3e-14 hartree per atom
\end{verbatim}
